# Dark rings in photoionisation microscopy: resonance, direct channels and core mixing

## The decision: one function or many channels

To compute a photoionisation image in a static field, one must decide whether a single one-dimensional function suffices or coupled channels are needed. In hydrogen the wave equation separates, and an image with $n_1$ dark rings can then be computed from one function of $\xi$. This shortcut needs two conditions: one separated channel must dominate the outgoing flux, and the core must not transfer that flux to other channels. Three contributions are weighed here: the resonant channel, the light-driven flux in the other channels, and the flux transferred by a core.

Hartree atomic units are used. The nucleus is fixed, relativity and spin are omitted, and the light is weak and polarised along the field, so that an initial s state leads to $m=0$. The Hamiltonian is

$$H=\frac{p^2}{2}-\frac1r+Fz+V(r),\qquad F>0,$$

with $V=0$ in hydrogen. The electron escapes towards $z\to-\infty$. First-order perturbation theory in the light gives the outgoing wave from

$$(E-H)\psi=S,\qquad S=z\,\frac{e^{-r}}{\sqrt\pi},$$

where the light amplitude is dropped, since it scales all fluxes alike. $S$ is the dipole source from the hydrogen 1s state.

## Contribution 1: a single channel

**Separation.** Let $\xi=r+z$ and $\eta=r-z$, so $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. Since $\nabla\xi=\hat r+\hat z$ and $\nabla\eta=\hat r-\hat z$,

$$|\nabla\xi|^2=2+\frac{2z}{r}=\frac{4\xi}{\xi+\eta},\quad |\nabla\eta|^2=\frac{4\eta}{\xi+\eta},\quad \nabla\xi\cdot\nabla\eta=0.$$

Also $\nabla^2\xi=\nabla^2\eta=2/r=4/(\xi+\eta)$. The chain rule therefore gives, for $m=0$,

$$\nabla^2\psi=\frac{4}{\xi+\eta}\left(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right)\psi .$$

Multiply $(E-H)\psi=S$ by $r$. The kinetic prefactor becomes 1, the Coulomb term becomes 1, and $Fzr=F(\xi^2-\eta^2)/4$. With $V=0$,

$$\left[\partial_\xi\xi\partial_\xi+\frac{E\xi}2-\frac{F\xi^2}4+\partial_\eta\eta\partial_\eta+\frac{E\eta}2+\frac{F\eta^2}4+1\right]\psi=rS.$$

The $\xi$ part defines real, orthonormal channel functions,

$$(\xi u_k')'+(\beta_k-w)u_k=0,\quad w=\frac{F\xi^2}4-\frac{E\xi}2,\quad \int_0^\infty u_ku_{k'}\,d\xi=\delta_{kk'}.$$

The spectrum is discrete because $w\to+\infty$. Writing $\psi=\sum_k u_k(\xi)g_k(\eta)$ and projecting on $u_k$ leaves

$$(\eta g_k')'+\left[\frac{E\eta}2+\frac{F\eta^2}4+1-\beta_k\right]g_k=s_k,\quad s_k=\int_0^\infty u_k\,rS\,d\xi .$$

The nuclear charge is thus shared: $\beta_k$ acts in $\xi$ and $1-\beta_k$ in $\eta$.

**Number of zeros.** Let $u(\xi;\beta)$ be the regular solution with $u(0)=1$, and let $y=\partial u/\partial\beta$. Differentiating the equation gives $(\xi y')'+(\beta-w)y=-u$. Multiply this by $u$, subtract $y$ times the equation for $u$, and integrate from 0 to a zero $\xi_0$. The result is $\xi_0\,y(\xi_0)u'(\xi_0)=\int_0^{\xi_0}u^2d\xi$. Because $u(\xi_0(\beta);\beta)=0$,

$$\frac{d\xi_0}{d\beta}=-\frac{y(\xi_0)}{u'(\xi_0)}=-\frac{\int_0^{\xi_0}u^2d\xi}{\xi_0\,u'(\xi_0)^2}<0 .$$

Zeros move inwards as $\beta$ grows. They are simple, so none can appear or vanish at finite $\xi$. For $\beta$ below the minimum of $w$ there are none, since $(\xi u')'=(w-\beta)u>0$ makes $u$ grow. A new zero can enter only from infinity, when the coefficient of the growing solution changes sign, which is the condition for an eigenvalue. Where $w>\beta$ a solution can have at most one zero, so they enter singly. Hence $u_k$ has $k$ zeros, and $k$ is the label $n_1$.

**From zeros to rings.** Put the detector at $z=-L$. There $\eta=\xi+2L$, and $\rho^2=r^2-z^2=\xi\eta$. A zero $\xi_i$ therefore gives a ring of radius

$$\rho_i=\sqrt{\xi_i(\xi_i+2L)} .$$

For $\psi=u_kg_k$ with real $u_k$, the derivative of $u_k$ adds nothing to the imaginary part, and the current density towards the detector is

$$-j_z=\left(1-\frac zr\right)u_k^2\,\mathrm{Im}(g_k^*g_k').$$

It vanishes at every zero of $u_k$, at any distance. Within a single channel the rings are perfectly dark.

**Inner rings.** Close to $\xi=0$ the term $w$ can be dropped. With $s=2\sqrt{\beta\xi}$ the equation becomes $u''+u'/s+u=0$, so $u\propto J_0(s)$. The inner zeros lie near $\xi_i=j_i^2/(4\beta)$, where $j_i$ are the zeros of $J_0$, and for $L\gg\xi_i$

$$\rho_i\simeq j_i\sqrt{\frac{L}{2\beta}} .$$

At negative $E$ both parts of $w$ lower the local wavenumber, which moves the outer zeros outwards.

## Contribution 2: the other hydrogen channels

**Channel flux.** The volume element is $\frac14(\xi+\eta)\,d\xi\,d\eta\,d\phi$. The flux through a surface of constant $\eta$ is the integral of $\mathbf j\cdot\nabla\eta$ times $(\xi+\eta)/4$ over $\xi$ and $\phi$. Since $\mathbf j\cdot\nabla\eta=|\nabla\eta|^2\,\mathrm{Im}(\psi^*\partial_\eta\psi)$, the factors $\xi+\eta$ cancel and orthonormality gives

$$\Phi=2\pi\eta\sum_k\mathrm{Im}(g_k^*g_k').$$

Set $\eta=v^2$ and $g_k=h_k/\sqrt v$. Then $\partial_\eta\eta\partial_\eta g=(4v)^{-1}\partial_v(v\,\partial_vg)$, and $v^{-1}\partial_v(v\,\partial_vg)=v^{-1/2}[h''+h/(4v^2)]$. Multiplying the channel equation by 4 gives, outside the source,

$$h_k''+Q_kh_k=0,\quad Q_k=Fv^4+2Ev^2+4(1-\beta_k)+\frac1{4v^2}.$$

At large $v$ the outgoing wave is $h_k\simeq A_kQ_k^{-1/4}e^{i\varphi_k}$ with $\varphi_k'=\sqrt{Q_k}$. Because $\eta\partial_\eta=(v/2)\partial_v$, the flux is $\Phi=\pi\sum_k\mathrm{Im}(h_k^*h_k')=\pi\sum_k|A_k|^2$.

**Why a resonance selects one channel.** Let $f_k$ be the real regular solution of the source-free $\eta$ equation, with asymptotic form $\sqrt v f_k\simeq Q_k^{-1/4}(D_ke^{-i\varphi_k}+D_k^*e^{i\varphi_k})$. Multiply the equation for $g_k$ by $f_k$, subtract $g_k$ times the equation for $f_k$, and integrate:

$$\int_0^\infty f_ks_k\,d\eta=\left[\eta(f_kg_k'-g_kf_k')\right]_{\eta\to\infty}=iA_kD_k .$$

Thus $A_k=-i\int f_ks_k\,d\eta/D_k(E)$. Under a barrier $f_k$ generally grows outwards, $|D_k|$ is large and little flux escapes. The exception is an energy near a complex zero of $D_k$, at $E_r-i\Gamma/2$, where the regular solution is purely outgoing. There $A_k\propto(E-E_r+i\Gamma/2)^{-1}$, and the flux is a Lorentzian of full width $\Gamma$ as long as the numerator varies slowly.

Without the small term $1/(4v^2)$, the function $F\eta^2/4+E\eta/2+1-\beta_k$ has its minimum at $\eta=-E/F$ for $E<0$. The minimum is $1-\beta_k-E^2/(4F)$. Semiclassically, then, a channel passes over the barrier if $1-\beta_k>E^2/(4F)$.

**The sum is coherent.** Far away, with $L\gg\xi$, the image is

$$I(\xi)=\frac{\left|\sum_kA_ke^{i\varphi_k}u_k(\xi)\right|^2}{\sum_k|A_k|^2},\qquad\int_0^\infty I\,d\xi=1 .$$

The current per detector area is proportional to $I$, because $\rho\,d\rho\simeq L\,d\xi$. At a zero of $u_{n_1}$ the other amplitudes remain, so a ring in real hydrogen need not be perfectly dark. The phase differences settle, since

$$\sqrt{Q_k}-\sqrt{Q_{k'}}=\frac{4(\beta_{k'}-\beta_k)}{\sqrt{Q_k}+\sqrt{Q_{k'}}}\simeq\frac{2(\beta_{k'}-\beta_k)}{\sqrt F\,v^2}$$

is integrable. Beyond $v$ only about $2|\beta_{k'}-\beta_k|/(\sqrt F\,v)$ is still to be gained.

## The two hydrogen contributions in numbers

Take $F=1.5\times10^{-4}$ ($7.7\times10^5$ V/cm), the resonance $n_1=5$, $n_2=0$ of the $n=6$ manifold, and $L=10$ μm $=1.89\times10^5\,a_0$ in a uniform field. The separated equations give $E_r=-0.0079827$ and $\Gamma=1.63\times10^{-5}$ hartree. A complex-rotated spherical basis, which makes no use of the separation, gives the same values to the printed digits. The mean of the channel-5 fluxes at the two energies $E_r-\Gamma/2$ and $E_r+\Gamma/2$ is 0.500 of the value at $E_r$, as the Lorentzian requires.

The barrier criterion is $E^2/(4F)=0.106$. Channels 0 to 4 have $1-\beta_k$ from 0.933 down to 0.255 and pass over the barrier. Channel 5 has 0.057 and must tunnel, which is why it is narrow.

At $E_r$ the total flux is 654, of which channel 5 carries $0.9896\times654=647$. The other channels together carry $0.0104\times654=6.8$. At $30\,\Gamma$ below the resonance the total is 7.0 and the channel-5 share is 0.5%. The direct background has thus hardly changed; the resonance has been removed from above it. The image there has three minima, not five. Separability alone does not fix the number of rings.

On resonance there are five minima, at $\xi\approx1.5$, 8.5, 20.0, 39.9 and 68.3; interference with the weak channels moves them by up to about 4% from the zeros of $u_5$. The zeros of $u_5$ and their detector radii are:

| ring | $\xi_i$ ($a_0$) | $\rho_i$ (μm) |
|---|---|---|
| 1 | 1.535 | 0.040 |
| 2 | 8.17 | 0.093 |
| 3 | 20.5 | 0.147 |
| 4 | 39.5 | 0.205 |
| 5 | 68.5 | 0.269 |

For ring 5, $\rho=\sqrt{68.5\times3.78\times10^5}\,a_0=5.09\times10^3\,a_0=0.269$ μm. The Bessel limit with $\beta=0.943$ gives $\xi_1=2.405^2/3.772=1.53$, close to the full value. For the fifth zero it gives $14.93^2/3.772=59$, well inside 68.5, so the outer rings need the complete equation.

Summed over the five rings, the brightness at the zeros is 0.0105 of that at the next maxima outwards. This is the filling by direct excitation in hydrogen.

At the detector $v=\sqrt{2L}=615$. Between channels 4 and 5 the phase still to be gained is $2\times0.198/(0.01225\times615)=0.05$ rad; between channels 0 and 5 it is 0.23 rad. The image is close to its final form, though not strictly frozen.

## Contribution 3: the core

**How channels mix.** Let $V=-V_0e^{-r}$, a local model core without polarisation, exchange or internal excitation. After multiplication by $r$, the term $-V\psi$ becomes $+V_0re^{-r}\psi$. With $r=(\xi+\eta)/2$, projection on $u_k$ adds to the left side of the channel equation

$$\frac{V_0}2e^{-\eta/2}\sum_{k'}\left[\langle k|\xi e^{-\xi/2}|k'\rangle+\eta\langle k|e^{-\xi/2}|k'\rangle\right]g_{k'} .$$

The off-diagonal elements transfer flux near the nucleus. Beyond the core each channel again keeps its own zeros. What changes is the set of amplitudes $A_k$.

**Leading-order rate.** Let $a$ be the quasi-bound state and $|k,\epsilon\rangle$ the energy-normalised open channels. Without a source,

$$(E-E_a)c_a=\sum_k\int V_{ak}(\epsilon)\,c_k(\epsilon)\,d\epsilon,\qquad c_k(\epsilon)=\frac{V_{ka}(\epsilon)\,c_a}{E-\epsilon+i0}.$$

Coupling among the open channels is neglected here. Inserting $c_k$ and using $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$ gives an imaginary energy $-i\Gamma_c/2$ with

$$\Gamma_c=2\pi\sum_k|V_{ka}(E)|^2\propto V_0^2 .$$

Tunnelling adds $\Gamma_t$, so $\Gamma\simeq\Gamma_t+\Gamma_c$. If the source feeds only the resonant channel, the fraction arriving in other channels should be $\Gamma_c/\Gamma$ for a narrow, isolated resonance.

**Separating the two widths.** This fraction, the leakage $\ell$, is computed from the full coupled equations with the source restricted to channel 5. Direct excitation of the other channels is then absent, and any flux in them is due to the core. Each core is treated at its own resonance energy. With $\Gamma_c=\ell\,\Gamma$ and $\Gamma_t=(1-\ell)\Gamma$, in units of $10^{-5}$ hartree:

| $V_0$ | $\ell$ | $\Gamma$ | $\Gamma_c$ | $\Gamma_t$ |
|---|---|---|---|---|
| 0 | 0 | 1.63 | 0 | 1.63 |
| 0.05 | 0.036 | 1.54 | 0.055 | 1.48 |
| 0.20 | 0.448 | 2.00 | 0.90 | 1.10 |
| 0.40 | 0.834 | 4.42 | 3.69 | 0.73 |
| 0.80 | 0.980 | 15.7 | 15.4 | 0.31 |

For $V_0=0.2$, for instance, $\Gamma_c=0.448\times2.00=0.90$. The ratio $\Gamma_c/V_0^2$ is 2.2, 2.2, 2.3 and $2.4\times10^{-4}$ down the table. While $V_0$ grows sixteenfold it changes by about 10%, which supports the quadratic law. The split assumes that $\ell$ is constant across the line. For $V_0=0.8$, $1-\ell$ runs from 0.015 to 0.027 between $E_r-\Gamma/2$ and $E_r+\Gamma/2$, so the last $\Gamma_t$ is uncertain by about a third.

The weakest core makes the resonance slightly narrower, not broader. In the table the loss of tunnelling width exceeds the gain from mixing. The attraction lowers the resonance energy. In hydrogen a lower energy raises $w$ and hence $\beta_5$, leaving less charge for $\eta$, and it also raises $E^2/(4F)$. Both hinder tunnelling. That this accounts for the whole fall of $\Gamma_t$ is a conjecture.

**What happens to the image.** The full source is now restored and kept the same for all cores, so that only the response of the outgoing electron changes. The defects $\mu_s,\mu_p$ follow from the field-free 6s and 6p energies, $-1/[2(6-\mu)^2]$. The filling is the summed brightness at the five hydrogen zeros divided by that at the five maxima of the hydrogen $u_5^2$ that lie next outwards from them.

| $V_0$ | $\mu_s,\ \mu_p$ | $n_1=5$ share | filling | minima |
|---|---|---|---|---|
| 0 | 0, 0 | 0.990 | 0.011 | 5 |
| 0.05 | 0.011, 0.011 | 0.955 | 0.037 | 5 |
| 0.20 | 0.045, 0.043 | 0.547 | 0.37 | 5 |
| 0.40 | 0.088, 0.087 | 0.165 | 0.94 | 5 |
| 0.80 | 0.170, 0.175 | 0.020 | 1.45 | 4 |

The filling is measured at fixed places, so by itself it does not tell whether a ring has become brighter or has moved. At $V_0=0.2$ the rings have mainly moved. The minima lie at $\xi\approx2.0$, 9.2, 24, 46 and 79, and the brightest of them reaches about 0.15 of the next maximum outwards. This is possible because the sum is coherent: if two channels have a real amplitude ratio, their sum can still vanish, but at other values of $\xi$. Here the two strongest channels, 5 and 4, come close to this: their amplitude ratio is real to within about 0.07 rad.

For the strongest core, channel 4 carries 75% of the flux and the image has four minima. "Blurring" is then the wrong word: one ring pattern has largely been replaced by another. The total flux is 35, whereas hydrogen at nearly the same energy gives 7.0, so at the line centre most of the signal comes from the resonance that the core has shifted and broadened. The line is asymmetric, because the resonant and direct amplitudes interfere: the flux is 16 at $E_r-\Gamma$ but 3.5 at $E_r+\Gamma$, below the hydrogen value. Why channel 4 is preferred was not isolated.

The case $V_0=0.4$ carries a warning. The image still has five minima, but they are not the five rings of channel 5, which supplies only 17% of the flux. Four of them lie at $\xi\approx2.2$, 9.4, 26 and 50, near the zeros of $u_4$ at 1.9, 10.3, 26 and 53. The fifth, at $\xi\approx111$, is only about 4% deep. It is close to the outer turning point of channel 5 and far from any zero of $u_5$. Counting minima does not by itself identify $n_1$; their depth and position matter too.

## Weighing the contributions

In hydrogen on this resonance, the direct channels cost about 1% of the flux and fill the rings to about 1% taken together, and no single ring to more than 2%. The model core with defects near 0.01 adds a leakage of 3.6%, already more than direct excitation. This figure depends on how the defects are spread over $l$: the model has $\mu_p\approx\mu_s$, whereas a core $-V_0e^{-4r}$ with the same $\mu_s$ and $\mu_p\approx\mu_s/10$ leaks 2.6%, and 31% instead of 45% at $\mu_s\approx0.045$. For the model core near $\mu\approx0.045$ mixing and tunnelling are comparable, and the dark rings are clearly displaced: the fifth lies at $\xi\approx79$ instead of 68. Judged by the channel flux and by the brightness at the predicted ring positions, the single-function calculation is therefore good for the hydrogen resonance, usable for the weakest core if errors of up to about 8% are acceptable, and unsuitable for the other three. The heights of the bright rings are a stricter test. There the other channels interfere with the dominant one, and the cross terms are linear in the small amplitudes. If a fraction $\epsilon$ of the flux is in other channels, the brightness can change by a fraction of order $2\sqrt\epsilon$, which is about 0.2 in hydrogen and 0.4 for the weakest core. If these heights matter, the coherent sum is needed even in hydrogen.

The relevant comparison is $\Gamma_c$ against $\Gamma_t$, not the size of the quantum defect alone. At equal core coupling, a resonance that tunnels more slowly is more easily taken over by mixing. A faster one resists mixing better, but for equal excitation strength its peak stands less high above the direct background.

The total fluxes quoted for hydrogen, on and off resonance, and for the strongest core were tested against the complex-rotated spherical calculation and agree within 0.2%. Coarser numerics change the strongest-core image by $4\times10^{-4}$ of its maximum. These figures concern the solution of the model. The strong field, low $n$ and short flight path were chosen to keep the calculation small. Imaging experiments work at far weaker fields and higher $n$ and magnify the pattern, so the percentages found here do not carry over and must be recomputed for each case. Laser bandwidth and detector resolution are left out; a bandwidth well above $\Gamma$ would add signal from energies at which channel 5 no longer dominates, and so gradually raise the share of the other channels.

## Computed values

```
field F = 1.50e-04 a.u. = 7.713e+05 V/cm
detector distance L = 10.0 um = 1.8897e+05 a0
energy gained F*L = 771.3 eV
resonance n1=5, n2=0, n=6
E_r, separated equations = -0.00798272 hartree
E_r, spherical basis     = -0.00798272 hartree
width, separated = 1.6320e-05 hartree
width, spherical = 1.6320e-05 hartree
saddle energy -2 sqrt(F) = -0.024495 hartree
channel flux at half width / peak = 0.5003
Cartesian equation residual = 2.1e-08 hartree
barrier-top charge E^2/(4F) = 0.1062
outer turning point xi = 114.05 a0
k, 1-beta_k (H), flux share: H, strongest core
  0    0.9327  0.00504  0.07537
  1    0.7846  0.00247  0.05492
  2    0.6203  0.00048  0.01262
  3    0.4431  0.00012  0.09017
  4    0.2549  0.00226  0.74675
  5    0.0570  0.98963  0.02016
  6   -0.1495  0.00000  0.00000
ring: xi zero (a0), radius (um), next maximum xi (a0)
  1     1.535  0.0403     3.920
  2     8.170  0.0930    13.323
  3    20.498  0.1473    28.836
  4    39.548  0.2046    52.204
  5    68.459  0.2692    91.963
brightness (1/a0) at zero, next max: H; strongest core
  1  0.00030  0.03603  0.02297  0.01297
  2  0.00026  0.01478  0.00891  0.02767
  3  0.00026  0.01539  0.01709  0.00164
  4  0.00010  0.01037  0.01151  0.00136
  5  0.00001  0.01233  0.00710  0.00286
V0 (hartree), s defect, p defect, E_r, width (hartree)
  0.00 -0.0000 0.0000 -0.0079827 1.632e-05
  0.05 0.0113 0.0106 -0.0080124 1.537e-05
  0.20 0.0447 0.0428 -0.0081030 2.000e-05
  0.40 0.0878 0.0866 -0.0082271 4.423e-05
  0.80 0.1703 0.1751 -0.0084836 1.573e-04
V0, n1 share, leakage, zeros/maxima brightness, minima
  0.00 0.9896 0.00000 0.0105 5
  0.05 0.9547 0.03557 0.0368 5
  0.20 0.5471 0.44799 0.3689 5
  0.40 0.1651 0.83393 0.9379 5
  0.80 0.0202 0.98003 1.4531 4
off resonance, H: E = -0.0084723 hartree
  n1 share = 0.00525, minima = 3
total flux (a.u.): channels, spherical resolvent
  H on     6.54027e+02  6.53362e+02
  H off    6.99883e+00  6.98773e+00
  core on  3.51717e+01  3.51156e+01
image change with coarser numerics = 3.86e-04
```
